# Metal removed per etching cycle by Cabrera-Mott oxidation and complete stripping

## What dimensions already fix

One cycle oxidises a bare metal surface for a time $t$ and then strips the oxide, leaving the metal beneath untouched. Let $X$ be the oxide thickness when oxidation stops and $h$ the thickness of metal lost in the cycle.

Suppose that the growth rate depends on a velocity $u_0$, which sets the pace of ionic jumps without a field, and on a length $X_1$, which measures how strongly a field helps them. The only dimensionless group containing the time is $u_0t/X_1$, so

$$X=X_1F\!\left(\frac{u_0t}{X_1}\right),\qquad h=\frac{X_1}{R}F\!\left(\frac{u_0t}{X_1}\right).$$

The number $R$ converts oxide thickness into metal thickness. Dimensions do not tell us $F$. Counting atoms gives $R$, and the jump rate gives $F$.

## Simple case: a given oxide film

Let $\Omega_M$ be the metal volume per metal atom and $\Omega_{ox}$ the oxide volume per metal atom. The oxide is taken as dense and uniform, it grows only in thickness, and no metal escapes during oxidation. The metal atoms in the film, per unit area, are those missing from the metal:

$$\frac{X}{\Omega_{ox}}=\frac{h}{\Omega_M}
\quad\Longrightarrow\quad
h=\frac{X}{R},\qquad R=\frac{\Omega_{ox}}{\Omega_M}.$$

Put the original surface at height zero. After oxidation the metal interface is at $-h$ and the oxide surface at $X-h=(R-1)h$. Stripping leaves the surface at $-h$. A film with $R>1$ therefore swells before the net recession appears. At $R=1$ there is no swelling and $h=X$, as expected.

Two departures follow from the same count. If a fraction $p$ of the film is pores, it holds fewer atoms and $h=(1-p)X/R$. If each strip leaves a steady residue $X_r$, the oxide removed per cycle is $X-X_r$, so $h=(X-X_r)/R$. Complete stripping is $X_r=0$.

For bcc iron I take a cell edge of 0.287 nm with two atoms per cell. For a maghemite-like oxide I take 0.834 nm with $64/3$ iron atoms per cell. These are rough inputs:

$$\Omega_M=\frac{0.287^3}{2}=0.01182\ \mathrm{nm^3},\qquad
\Omega_{ox}=\frac{0.834^3}{64/3}=0.02719\ \mathrm{nm^3},$$

so $R=2.30$. One nanometre of this oxide consumes about 0.43 nm of iron.

## Adding the jump rate

Take the slow step to be the entry of a metal ion into the oxide at the metal interface. There are $N$ entry sites per area, the attempt frequency is $\nu$, and the barrier without a field is $W$. The ion has charge $qe$, with $e>0$. The top of the barrier lies half a jump length, $a$, from the starting site.

Electrons cross the film to oxygen on its surface and set up a potential drop of magnitude $V$. In the Cabrera-Mott model $V$ stays constant as the film grows, because electron transfer is fast compared with ion motion. With no space charge the field is $V/X$, directed so as to pull positive ions outward. Over the distance $a$ it does work $qeaV/X$ on the ion, which lowers the barrier by that amount if the top stays in place. The jump rate per area is

$$J=N\nu\exp\!\left[-\frac{W-qeaV/X}{k_BT}\right].$$

Each ion adds an oxide volume $\Omega_{ox}$. Hence

$$\frac{dX}{dt}=\Omega_{ox}J=u_0e^{X_1/X},\qquad
u_0=N\Omega_{ox}\nu e^{-W/k_BT},\qquad
X_1=\frac{qeaV}{k_BT}.$$

As a first limit, set $X_1=0$. The field has no effect and $X=u_0t$. With $X_1>0$ the thin film grows much faster, but each added layer weakens the field and slows the next.

Reverse jumps have been left out. If they have the same rate without a field and start half a jump length beyond the top of the barrier, the field raises their barrier by the same amount, and their rate relative to forward jumps is $e^{-2X_1/X}$. The rate law thus needs $X\ll X_1$. The linear limit checks the algebra; it does not describe a thick real film, where reverse jumps matter.

## Integrating from a stripped surface

Complete stripping resets the thickness to zero. Separating variables gives

$$u_0t=\int_0^X e^{-X_1/y}\,dy.$$

Define $z=X_1/X$ and substitute $y=X/s$. Then $dy=-X\,ds/s^2$, and the limits $y=0,X$ become $s=\infty,1$. Reversing the limits removes the minus sign:

$$u_0t=X\int_1^\infty\frac{e^{-zs}}{s^2}ds=XE_2(z),\qquad h=\frac{X}{R}.$$

This is the removal law, with $E_m(z)=\int_1^\infty e^{-zs}s^{-m}ds$. It is implicit in $X$ but explicit in the time needed for a chosen removal. For $z\to0$, $E_2\to1$ and the linear law returns.

The rate law cannot be trusted down to zero thickness. Below $X_b=qeaV/W$ the field would cancel the whole barrier. This does little harm if the time spent there is negligible. More generally, a film that starts at $X_0$ obeys

$$u_0t=XE_2(X_1/X)-X_0E_2(X_1/X_0),$$

and the last term is exponentially small when $X_0$ is well below $X$. The film soon forgets its starting thickness.

## Worked exposures

The kinetic inputs are rough values for slow oxidation near room temperature: $T=300$ K, $V=1.0$ V, $q=3$, $a=0.15$ nm, $W=1.3$ eV, $\nu=10^{13}\ \mathrm{s^{-1}}$ and $N=10\ \mathrm{nm^{-2}}$. With $k_BT=0.02585$ eV,

$$X_1=\frac{3(0.15)(1.0)}{0.02585}=17.41\ \mathrm{nm},$$

$$u_0=10(0.02719)10^{13}e^{-1.3/0.02585}
=3.94\times10^{-10}\ \mathrm{nm/s}.$$

Solving $u_0t=XE_2(X_1/X)$ gives:

| $t$ (s) | $X$ (nm) | $h$ (nm) | $z$ | field (MV/cm) |
|---:|---:|---:|---:|---:|
| 1 | 0.937 | 0.407 | 18.57 | 10.7 |
| 10 | 1.055 | 0.459 | 16.49 | 9.5 |
| 100 | 1.205 | 0.524 | 14.44 | 8.3 |

At 10 s the oxide surface has risen by 0.597 nm, and after stripping the metal has receded by **0.459 nm**, or 2.26 spacings of Fe(110) planes. A hundredfold increase in time, from 1 to 100 s, raises the removal by 29%.

The closed time integral was tested by direct quadrature at $X=0.7$, 1.0, 1.5 and 3.0 nm; the relative differences were below $10^{-8}$. The atom-count rate equation was also integrated from a 0.5 nm film for all three exposures. It gave the same metal loss, counting the metal in the starting film, to within one part in $10^6$. This confirms the loss of memory for these parameters.

## How weak is the time dependence?

Define the local exponent $n=d\ln h/d\ln t$. Since $R$ is constant,

$$n=\frac{t}{X}\frac{dX}{dt}=\frac{u_0t}{X}e^z=e^zE_2(z).$$

Integration by parts gives two relations:

$$E_2=e^{-z}-zE_1,\qquad 2E_3=e^{-z}-zE_2.$$

For $s>1$, higher powers of $1/s$ are smaller, so $E_1>E_2>E_3$. The first relation then gives $E_2<e^{-z}-zE_2$, and the second gives $2E_2>e^{-z}-zE_2$. Solving both inequalities for $E_2$ and multiplying by $e^z$,

$$\frac1{z+2}<n<\frac1{z+1}.$$

A large $z$ is therefore the reason for the weak dependence. At 10 s the bounds are 0.0541 and 0.0572, and $n=0.0544$. To raise the removal by 10% above its 10 s value, the exposure must last 53.7 s.

The cause is visible in the rate. Growing from 1.055 to 1.155 nm changes $X_1/X$ from 16.49 to 15.07, so the growth rate falls by a factor $e^{1.43}\approx4.2$ for only 0.1 nm of oxide.

## From the implicit law to logarithms

Write $L=X_1/(u_0t)$. The removal law becomes $1/L=E_2(z)/z$. To expand it, set $s=1+r$:

$$e^zE_2(z)=\int_0^\infty\frac{e^{-zr}}{(1+r)^2}dr
=\frac1z\left(1-\frac2z+\frac6{z^2}-\cdots\right).$$

The series is asymptotic for large $z$; it comes from expanding $(1+r)^{-2}$ and integrating each term. Compare

$$\frac1{(z+1)^2}=\frac1{z^2}\left(1-\frac2z+\frac3{z^2}-\cdots\right).$$

Through the first correction, then, $E_2(z)/z\approx e^{-z}/(z+1)^2$, and

$$\ln L\approx z+2\ln(z+1).$$

Since $z=X_1/X$, this is an inverse-logarithmic law with a slowly varying correction:

$$\frac1X\approx\frac1{X_1}\left[\ln\frac{X_1}{u_0t}-2\ln(z+1)\right].$$

It can be solved. Multiply $(z+1)^2e^z=L$ by $e$ and take the positive square root:

$$(z+1)e^{(z+1)/2}=\sqrt{eL}.$$

With $w=(z+1)/2$ this reads $we^w=\sqrt{eL}/2$, which defines the Lambert function $W_0$. Therefore

$$z\approx2W_0\!\left(\frac{\sqrt{eL}}2\right)-1,\qquad h\approx\frac{X_1}{Rz}.$$

The two series first differ by $3/z^2$ in relative size, so the error in $z$ is about $3/z^2$ at leading order. At 10 s the formula gives $z=16.486$ against 16.494 from the full law. Both give $h=0.459$ nm to three digits.

## The logarithmic tangent and its range

A law linear in $\ln t$ is a local approximation. Let $\ell=\ln t$. From $dX/d\ell=u_0te^z=nX$ and $dz/d\ell=-nz$,

$$\frac{d^2X}{d\ell^2}=u_0te^z\left(1+\frac{dz}{d\ell}\right)=nX(1-nz).$$

About a reference exposure $t_0$, with $\Lambda=\ln(t/t_0)$ and $n,z$ evaluated at $t_0$,

$$h\approx h_0\left[1+n\Lambda+\frac n2(1-nz)\Lambda^2\right].$$

The lower bound on $n$ gives $1-nz<2/(z+2)$. The quadratic term divided by the linear one is then smaller in magnitude than $|\Lambda|/(z+2)$. The simple logarithmic law thus requires $|\ln(t/t_0)|\ll z+2$. The upper bound gives $1-nz>0$, so removal plotted against $\ln t$ curves upward.

At 10 s the tangent slope is 0.0574 nm per decade. Extended to 100 s it gives $0.4587+0.0574=0.516$ nm. The curvature term raises this to 0.523 nm, and the full law gives 0.524 nm. The tangent is only 1.5% low in total removal, but 12% low in the increase over the decade.

The inverse plot has a correction too:

$$\frac{d(1/X)}{d\ln t}=-\frac nX=-\frac{nz}{X_1}.$$

Here $nz=0.897$. Reading the slope as $-1/X_1$ would give $17.41/0.897=19.4$ nm, which overstates $X_1$ by about 12%.

## What the volume ratio changes

Since $u_0$ contains $\Omega_{ox}$, division by $R$ leaves $u_0/R=N\Omega_M\nu e^{-W/k_BT}$. In metal variables,

$$N\Omega_M\nu e^{-W/k_BT}\,t=hE_2\!\left(\frac{X_1}{Rh}\right).$$

The ratio cancels from the prefactor but remains in the field: a more voluminous oxide puts a thicker film across the same voltage for each metal layer consumed.

To find the sensitivity, put $y=X_1/r$ in the time integral:

$$\frac{u_0t}{X_1}=\int_z^\infty\frac{e^{-r}}{r^2}dr=\frac{E_2(z)}z.$$

Differentiating the logarithm gives

$$d\ln\frac{u_0t}{X_1}=-\frac{e^{-z}}{zE_2}dz=-\frac1n\,d\ln z.$$

At fixed time, $d\ln z=n(d\ln X_1-d\ln u_0)$. Since $X=X_1/z$,

$$d\ln X=(1-n)d\ln X_1+n\,d\ln u_0.$$

If only $\Omega_{ox}$ changes, $d\ln u_0=d\ln R$ and $X_1$ is fixed. Subtracting $d\ln R$ to pass from $X$ to $h$ gives

$$\frac{d\ln h}{d\ln R}=-(1-n).$$

So removal is nearly, but not quite, proportional to $1/R$. Using a magnetite volume, $R=2.089$, with the same jump parameters raises the 10 s removal to 0.502 nm, or by 9.5%.

The same differential gives the other sensitivities. At fixed temperature, $d\ln h/d\ln V=1-n=0.946$; a drop of 1.1 V gives 0.502 nm. At fixed $V$ and $W$, $d\ln X_1=-d\ln T$ and $d\ln u_0=(W/k_BT)d\ln T$, so

$$\frac{d\ln h}{d\ln T}=\frac{nW}{k_BT}-(1-n)=1.79.$$

Heating increases the jump rate but reduces the field energy relative to $k_BT$; here the first effect wins. At 310 K, $h=0.488$ nm, a rise of 6%.

## Choosing an exposure

Weak growth in time favours short exposures, up to a limit set by the rest of the cycle. Let stripping and purging take a fixed time $t_s$. The mean removal rate is $h/(t+t_s)$. Setting the derivative of its logarithm to zero,

$$\frac nt-\frac1{t+t_s}=0\quad\Longrightarrow\quad t=\frac{n}{1-n}t_s.$$

With $n=0.0544$, a 10 s exposure meets this condition when $t_s\approx174$ s. The rule concerns speed alone and assumes complete stripping and the continuum law; uniformity may call for a longer exposure.

## A one-nanometre film has layers

The continuum law lets the film thicken by any amount. Now let each local column grow in steps $N\Omega_{ox}=0.272$ nm, with random waiting times and a field set by its existing thickness. The rate of adding a layer is $(u_0/0.272\ \mathrm{nm})e^{X_1/X}$. For steps of 0.01 nm, starting at 0.75 nm, the mean thickness at 10 s agrees with the continuum value within 1%, as it should.

For the 0.272 nm step the calculation starts at three layers, because the rate law gives the earlier layers a negligible time. The mean removals at 1, 10 and 100 s are 0.466, 0.487 and 0.561 nm. They exceed the continuum values by 14%, 6% and 7%. The sign depends on where in a step the field is taken: with the field at mid-step the means are 0.369, 0.441 and 0.495 nm, below the continuum values by 10%, 4% and 6%. With the field set by the existing thickness, the first decade adds 0.021 nm and the second 0.074 nm, in place of 0.051 and 0.065 nm.

The rates explain this. At three layers, 0.816 nm, the rate is about $2.7\ \mathrm{s^{-1}}$; at four layers, 1.088 nm, it is about $0.013\ \mathrm{s^{-1}}$. Most columns reach four layers within a second and then wait for tens of seconds. The smooth logarithm has become a blurred staircase. Real columns interact and their fields spread sideways, so this calculation sizes the effect without predicting the shape of the steps.

## The example beside real iron

Iron can be etched by oxidation followed by removal of the oxide with a suitable organic vapour. Native oxide films on iron are roughly 1 to 3 nm thick, usually after much longer exposures and often in moist air, so the calculated 1 nm is a plausible scale. The field of 9.5 MV/cm is high: thick oxides commonly break down at roughly 1 to 10 MV/cm. Real films also mix oxide phases, and stripping often needs heat. With the same jump parameters, the magnetite volume raises $h$ by about 10%, but an FeO volume would raise it by a quarter to a third ($R\approx1.78$ for iron-deficient wüstite, $R\approx1.69$ for ideal FeO). A 10 K rise adds 6%; a residue of 0.1 nm would lower $h$ by 0.043 nm, or 9%. Plasma oxidation supplies energetic species and need not follow this rate law.

The other assumptions can be sized at 10 s:

- Reverse jumps are about $5\times10^{-15}$ of forward jumps.
- The top of the barrier was held in place. In a smooth barrier the field moves the top towards the ion and lowers it by less. For a cosine barrier of the same height and width, $h$ is about 7% smaller.
- With the top held in place, the barrier vanishes below $X_b=0.346$ nm (0.22 nm for the cosine barrier). The formula assigns this stage $2.4\times10^{-15}$ s, shorter than one attempt period, so that time has no literal meaning. Oxygen supply gives a more sensible start-up scale: at 1 Torr and a sticking probability of 0.01, oxygen for the whole film arrives in 0.8 ms.
- For a rectangular 1 eV tunnel barrier, the thermal supply of electrons, multiplied by the tunnelling factor $e^{-2\kappa X}$ with $\kappa=5.1\ \mathrm{nm^{-1}}$, exceeds the ionic charge flux by a factor of about $2\times10^7$. This $\kappa$ uses the free-electron mass. The two become equal near 3.9 nm, but that counts tunnelling alone: thermal emission over a flat 1 eV top is already about three times the ionic charge flux there, so a rectangular barrier sets no such limit. The field that pulls ions outward also tilts the electron barrier upwards towards the oxide surface. If the barrier rises from 1 eV at the metal to 2 eV at the surface, a tunnelling integral over electron energy puts the crossing near 3.3 nm, and thermal emission over the top is negligible. For these inputs and the free-electron mass, constant $V$ is therefore limited to films thinner than about 3 nm. The limit is sensitive to the tunnelling mass: 0.5, 2 or 4 free-electron masses move it to about 4.9, 2.2 or 1.4 nm.
- With relative permittivity 12, the field needs a surface charge of 10 uC/cm2, or one elementary charge on about 6% of the sites.
- For $10^{18}$ carriers per $\mathrm{cm^3}$ the Debye length is 4.1 nm, longer than the film. It falls as the inverse square root of carrier density, so a uniform field would fail in a highly conducting oxide. Magnetite is such a conductor, and the comparison above concerns its volume alone.
- An electron starting at rest gains at most 1 eV from the 1 V drop, half of an assumed 2 eV gap. That is too little to create an electron-hole pair across the gap, which argues against avalanche breakdown. Breakdown through defects or heating remains possible.

The rough inputs matter more. At 10 s, changing $V$ alone to 0.5 or 1.5 V gives 0.24 or 0.67 nm, and changing $W$ alone to 1.4 or 1.2 eV gives 0.38 or 0.58 nm. The example therefore supports a removal of a few tenths of a nanometre per cycle, not a prediction to three digits. The remaining values are in the numerical output.

## Calculated quantities

```
Fe cell edge (rough input): 0.287 nm
maghemite cell edge (rough input): 0.834 nm
metal volume per Fe: 0.01182 nm^3
oxide volume per Fe: 0.02719 nm^3
oxide-to-metal volume ratio R: 2.301
temperature: 300 K; potential drop: 1.0 V
ion charge number: 3; half jump: 0.15 nm
entry barrier: 1.3 eV; attempt frequency: 1e+13 1/s
ion sites: 10 per nm^2
kT: 0.02585 eV; X1: 17.407 nm; u0: 3.939e-10 nm/s
t = 1 s: X = 0.9373 nm, h = 0.4074 nm, z = 18.571, field = 10.67 MV/cm
t = 10 s: X = 1.0553 nm, h = 0.4587 nm, z = 16.494, field = 9.48 MV/cm
t = 100 s: X = 1.2052 nm, h = 0.5239 nm, z = 14.443, field = 8.30 MV/cm
h at 10 s in Fe(110) spacings: 2.26
oxide surface rise before stripping, 10 s: 0.5966 nm
Lambert z at 10 s: 16.4863; Lambert h: 0.4590 nm
slope n = dln h/dln t at 10 s: 0.05436
bounds on n: 0.05407 to 0.05716
tangent slope at 10 s: 0.0574 nm per decade
h at 100 s: tangent 0.5162 nm, with curvature 0.5230 nm
factor n*z in inverse-log slope: 0.8967
time for 10 percent more removal than at 10 s: 53.7 s
sensitivity dln h/dln V: 0.9456; dln h/dln T: 1.788
h at 310 K, 10 s: 0.4876 nm
h at 1.1 V, 10 s: 0.5020 nm
magnetite: R = 2.089, h at 10 s = 0.5025 nm
loss of removal for 0.1 nm residual oxide: 0.0435 nm
discrete oxide layer thickness: 0.2719 nm
discrete-layer mean h at 1 s: 0.4657 nm
discrete-layer mean h at 10 s: 0.4867 nm
discrete-layer mean h at 100 s: 0.5610 nm
barrierless below X = 0.346 nm; formula time to reach it: 2.4e-15 s
reverse/forward jump ratio at 10 s: 4.7e-15
tunnel barrier (rough input): 1.0 eV
electron supply / ion charge flux at 10 s: 2.1e+07
electron supply fails near X = 3.87 nm
O2 arrival at 1 Torr: 3.59e+06 per nm^2 per s
oxygen supply time at sticking 0.01: 8.1e-04 s
relative permittivity (rough input): 12
surface charge at 10 s: 10.07 uC/cm2
surface charges: 0.628 per nm^2, fraction of sites 0.063
Debye length at 1e+18 carriers/cm^3: 4.14 nm
potential drop / band gap (gap 2 eV, rough input): 0.50
```
